# Raman Enhancement from Reciprocity and the Limits of the E⁴ Law

## 1. The question

A molecule sits in the gap between two metal particles. A laser drives the particles, the field in the gap is much stronger than the incident field, and the molecule acquires a larger oscillating dipole at the Stokes frequency. The particles also change how that dipole radiates towards a detector. The first effect is a local field enhancement. The second concerns emission, and it is not obvious that a local field describes it.

Reciprocity supplies the link: emission towards a detector is governed by the local field that a wave sent back from the detector would produce at the molecule. The Raman signal therefore contains two local fields, one at the laser frequency and one at the Stokes frequency. Whether it also factorizes into two intensity enhancements depends on the Raman tensor and on the directions of the two fields.

## 2. Definitions and assumptions

Fields vary as $e^{-i\omega t}$. The origin is at the molecule. The structure is bounded, stands in vacuum and responds linearly, with symmetric permittivity and permeability tensors $\epsilon$ and $\mu$. It may absorb, be dispersive and be comparable in size with the wavelength.

The laser, of frequency $\omega_L$, has incident field $E_0\mathbf e_L$ at the origin, with $|\mathbf e_L|=1$. The local field there is

$$\mathbf E_{\rm loc}=E_0\mathbf K_L .$$

Without the structure, $\mathbf K_L=\mathbf e_L$. For a vibration of frequency $\Omega$, the Stokes frequency is $\omega_S=\omega_L-\Omega$ and the Raman dipole is

$$\mathbf p=A\,\mathbf E_{\rm loc}=E_0A\mathbf K_L .$$

Here $A$ is the transition polarizability of the vibrational transition. We assume that the structure does not change it and that the field is uniform across the molecule.

The detector lies at distance $r$ in direction $\mathbf n$, behind an analyser that passes the unit polarization $\mathbf e\perp\mathbf n$. The amplitude of a field $\mathbf E$ along a complex unit vector $\mathbf e$ is $\mathbf e^*\cdot\mathbf E$. A dot never implies conjugation: $\mathbf a\cdot\mathbf b=\sum_i a_ib_i$.

Finally, let $\mathbf K_S$ be the local field at the origin when a plane wave of frequency $\omega_S$, unit amplitude and polarization $\mathbf e^*$ travels along $-\mathbf n$, from the detector to the structure. Without the structure, $\mathbf K_S=\mathbf e^*$.

## 3. Reciprocity for two dipoles

Take two current distributions at the same frequency, each acting alone on the same structure. For $a=1,2$,

$$\nabla\times\mathbf E_a=i\omega\mu\mathbf H_a,\qquad
\nabla\times\mathbf H_a=\mathbf J_a-i\omega\epsilon\mathbf E_a .$$

Using $\nabla\cdot(\mathbf E\times\mathbf H)=\mathbf H\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H$ twice gives

$$\begin{aligned}
\nabla\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)
={}&i\omega(\mathbf H_2\cdot\mu\mathbf H_1-\mathbf H_1\cdot\mu\mathbf H_2)\\
&+i\omega(\mathbf E_1\cdot\epsilon\mathbf E_2-\mathbf E_2\cdot\epsilon\mathbf E_1)\\
&+\mathbf E_2\cdot\mathbf J_1-\mathbf E_1\cdot\mathbf J_2 .
\end{aligned}$$

The first two brackets vanish because $\mu$ and $\epsilon$ are symmetric. Loss does no harm, since symmetry, not reality, is what is needed.

Integrate over a large sphere. Far away both fields are outgoing, with $\mathbf H_a=\hat{\mathbf r}\times\mathbf E_a/Z_0$ and $\hat{\mathbf r}\cdot\mathbf E_a=0$ to leading order, where $Z_0$ is the vacuum impedance. Then

$$\hat{\mathbf r}\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)
=\frac{\mathbf E_1\cdot\mathbf E_2-\mathbf E_2\cdot\mathbf E_1}{Z_0}=0$$

at order $r^{-2}$. The remainder is at most of order $r^{-3}$, and the area grows as $r^2$, so the surface integral tends to zero. What is left is

$$\int\mathbf J_1\cdot\mathbf E_2\,d^3r=\int\mathbf J_2\cdot\mathbf E_1\,d^3r .$$

A point dipole has $\mathbf J_a=-i\omega\mathbf p_a\delta(\mathbf r-\mathbf r_a)$. Cancelling $-i\omega$,

$$\mathbf p_1\cdot\mathbf E_2(\mathbf r_1)=\mathbf p_2\cdot\mathbf E_1(\mathbf r_2).$$

## 4. Moving the second dipole to the detector

Let dipole 1 be the Raman dipole $\mathbf p$ at the origin. Put dipole 2 at $r\mathbf n$, with $\mathbf p_2=q\mathbf e^*$. At a point $\mathbf r'$ near the structure its distance is $|r\mathbf n-\mathbf r'|\simeq r-\mathbf n\cdot\mathbf r'$. Since $\mathbf e^*$ is transverse to $\mathbf n$, its vacuum field there is

$$\mathbf E_2^{\rm inc}(\mathbf r')=qC\,\mathbf e^*e^{-ik_S\mathbf n\cdot\mathbf r'},\qquad
C=\frac{k_S^2e^{ik_Sr}}{4\pi\epsilon_0r},\quad k_S=\frac{\omega_S}{c}.$$

This is the plane wave in the definition of $\mathbf K_S$, multiplied by $qC$. It requires $r$ to be large compared with the wavelength, the structure size $D_s$ and $k_SD_s^2$. By linearity the local field at the molecule is $\mathbf E_2(0)=qC\mathbf K_S$. Reciprocity now reads

$$qC\,\mathbf p\cdot\mathbf K_S=q\,\mathbf e^*\cdot\mathbf E_1(r\mathbf n),$$

and therefore

$$\boxed{\mathbf e^*\cdot\mathbf E_1(r\mathbf n)=C\,\mathbf p\cdot\mathbf K_S .}$$

Without the structure this becomes $C\,\mathbf p\cdot\mathbf e^*$, the ordinary dipole field seen through the analyser. The structure replaces $\mathbf e^*$ by $\mathbf K_S$. Power absorbed in the metal needs no separate subtraction, because the formula gives the field that arrives.

## 5. The Raman enhancement

Insert $\mathbf p=E_0A\mathbf K_L$. The detected power per solid angle is $r^2(\epsilon_0c/2)|\mathbf e^*\cdot\mathbf E_1|^2$, so

$$\frac{dP}{d\Omega_{\mathbf n}}
=\frac{\omega_S^4E_0^2}{32\pi^2\epsilon_0c^3}\,|\mathbf K_S\cdot A\mathbf K_L|^2 .$$

The free molecule has the same prefactor, with $\mathbf K_S\to\mathbf e^*$ and $\mathbf K_L\to\mathbf e_L$. The enhancement at fixed direction and analyser is

$$\boxed{M=\frac{|\mathbf K_S\cdot A\mathbf K_L|^2}{|\mathbf e^*\cdot A\mathbf e_L|^2}.}$$

If the free signal vanishes by symmetry, $M$ is undefined and the absolute signal should be quoted.

**One Raman axis.** Suppose a single tensor element along a real unit vector $\mathbf u$ dominates, so that $A=a\,\mathbf u\mathbf u^T$. Then

$$\mathbf K_S\cdot A\mathbf K_L=a(\mathbf u\cdot\mathbf K_S)(\mathbf u\cdot\mathbf K_L),$$

and the constant $a$ cancels in the ratio:

$$\boxed{M=g_Sg_L,\qquad
g_L=\frac{|\mathbf u\cdot\mathbf K_L|^2}{|\mathbf u\cdot\mathbf e_L|^2},\qquad
g_S=\frac{|\mathbf u\cdot\mathbf K_S|^2}{|\mathbf u\cdot\mathbf e^*|^2}.}$$

This is the factorization sought. The intensities are those of the field component along $\mathbf u$, and $g_S$ belongs to a wave arriving from the detector, not to the laser.

**Several tensor elements.** For an isotropic tensor, $A=a\mathbf 1$,

$$M=\frac{|\mathbf K_S\cdot\mathbf K_L|^2}{|\mathbf e^*\cdot\mathbf e_L|^2},$$

which depends on the relative direction and phase of the field components. It is not in general a product of a laser factor and a Stokes factor.

A cavity can restore a product. If both local fields point along one real unit vector $\mathbf c$, then $\mathbf K_L=\kappa_L\mathbf c$, $\mathbf K_S=\kappa_S\mathbf c$ and

$$M=|\mathbf K_S|^2|\mathbf K_L|^2\,
\frac{|\mathbf c\cdot A\mathbf c|^2}{|\mathbf e^*\cdot A\mathbf e_L|^2}.$$

The last fraction is an orientation factor. It compares the tensor element used by the cavity with the one measured in free space, and need not equal one.

**Random orientations.** Let $\mathbf u$ be distributed uniformly. The average $\langle u_iu_ju_ku_l\rangle$ is isotropic and symmetric in all indices, so it equals $c_0(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Setting $i=j$, $k=l$ and summing gives $1=c_0(9+3+3)$, hence $c_0=1/15$. Contracting with $K_{S,i}K_{L,j}K_{S,k}^*K_{L,l}^*$,

$$\langle|(\mathbf u\cdot\mathbf K_S)(\mathbf u\cdot\mathbf K_L)|^2\rangle
=\frac{|\mathbf K_S|^2|\mathbf K_L|^2+|\mathbf K_S\cdot\mathbf K_L|^2+|\mathbf K_S\cdot\mathbf K_L^*|^2}{15}.$$

When both local fields lie along $\mathbf c$, this is $3|\mathbf K_S|^2|\mathbf K_L|^2/15$. The free average is $3/15$ for parallel linear polarizations and $1/15$ for crossed ones. The ensemble enhancement is then $|\mathbf K_S|^2|\mathbf K_L|^2$ in the first case and three times that in the second.

## 6. From two factors to E⁴

The E⁴ law replaces $g_Sg_L$ by $g_L^2$, the fourth power of the amplitude ratio $|\mathbf u\cdot\mathbf K_L|/|\mathbf u\cdot\mathbf e_L|$. For one Raman axis it follows if $\mathbf K_S=\mathbf K_L$ and $\mathbf e^*=\mathbf e_L$, since then both the numerators and the denominators of $g_S$ and $g_L$ agree. Sufficient conditions are:

- the detector looks back along the laser beam, so the laser travels along $-\mathbf n$;
- the analyser satisfies $\mathbf e^*=\mathbf e_L$;
- the local response hardly changes between $\omega_L$ and $\omega_S$.

For linear polarization the second condition means a parallel analyser. For circular polarization it means equal helicity: conjugating the vector reverses the helicity, and so does reversing the propagation direction.

To see how small the shift must be, let one Lorentzian resonance dominate both factors, with centre $\omega_0$, full width $\Gamma$ at half maximum and peak value $G$:

$$g(\omega)=\frac{G}{1+4(\omega-\omega_0)^2/\Gamma^2}.$$

With the laser at $\omega_0$, the E⁴ law overestimates the signal by

$$\frac{g_L^2}{g_Lg_S}=\frac{g(\omega_0)}{g(\omega_0-\Omega)}=1+\left(\frac{2\Omega}{\Gamma}\right)^2 .$$

For a laser on resonance, the relevant comparison is therefore of $\Omega$ with the linewidth, not with the optical frequency. Elsewhere the detuning matters too: at $\omega_L=\omega_0+\Omega/2$ the two Lorentzian factors are equal, whatever the shift.

The best laser frequency, meaning the one that maximizes $M$, also moves. The detected power carries the further factor $\omega_S^4$, which is left out here. Put $y=\omega_L-\omega_0-\Omega/2$. The detunings of laser and Stokes light are $y+\Omega/2$ and $y-\Omega/2$, and $M$ is inversely proportional to

$$\begin{aligned}
&\left[(y+\tfrac{\Omega}{2})^2+\tfrac{\Gamma^2}{4}\right]
\left[(y-\tfrac{\Omega}{2})^2+\tfrac{\Gamma^2}{4}\right]\\
&\quad=\left(y^2+\tfrac{\Omega^2+\Gamma^2}{4}\right)^2-\Omega^2y^2\\
&\quad=y^4+\tfrac12(\Gamma^2-\Omega^2)y^2+\tfrac1{16}(\Gamma^2+\Omega^2)^2 .
\end{aligned}$$

For $\Omega\le\Gamma$ the minimum is at $y=0$: the best laser frequency is $\omega_0+\Omega/2$, with laser and Stokes light on opposite sides of the resonance. For $\Omega>\Gamma$ the minima are at $y=\pm\frac12\sqrt{\Omega^2-\Gamma^2}$, and the excitation profile has two peaks.

## 7. A model cavity

Take two spheres of radius $R=20$ nm, centred at $x=\pm24$ nm. The centre distance is $D=48$ nm and the gap is 8 nm. The molecule is at mid-gap with $\mathbf u=\hat{\mathbf x}$. The laser travels along $-z$ with polarization $\hat{\mathbf x}$, and the detector is at $+z$ behind a parallel analyser. The permittivity relative to vacuum is

$$\varepsilon(\omega)=5-\frac{\omega_p^2}{\omega^2+i\omega\gamma},\qquad
\hbar\omega_p=9\ \text{eV},\quad\hbar\gamma=0.1\ \text{eV}.$$

These round parameters represent no particular metal. Each sphere is treated as a point dipole with polarizability volume

$$\alpha=\frac{\alpha_s}{1-\frac{2i}{3}k^3\alpha_s},\qquad
\alpha_s=R^3\frac{\varepsilon-1}{\varepsilon+2},$$

where the denominator includes radiation damping. Dynamic depolarization, higher multipoles and nonlocal response are omitted, and the first two are not small here. The exact Mie dipole alone moves the resonance found below from 3.24 to 3.16 eV. Adding quasistatic higher multipoles moves it to about 3.13 eV and raises the peak $g$ from about 650 to about 2600. The E⁴ overestimate on resonance for a 0.10 eV shift changes much less, from 1.9 to about 2.2. The enhancements illustrate the theorem; they do not predict those of a real pair of spheres.

On the axis of a dipole, its field per unit dipole, in units with $4\pi\epsilon_0=1$, is $F(d)=2(1-ikd)e^{ikd}/d^3$. By symmetry both spheres carry the same dipole $P$ per unit incident field, with $P=\alpha[1+F(D)P]$. The gap field is the incident field plus two equal contributions:

$$K_x=1+2F(D/2)P=1+\frac{2F(D/2)}{\alpha^{-1}-F(D)},\qquad g=|K_x|^2 .$$

Scanning the photon energy in steps of 0.001 eV gives a resonance at 3.237 eV with full width 0.189 eV between the interpolated half-maximum points. At a laser energy of 3.24 eV, $g_L=648.7$, so the E⁴ estimate is $g_L^2=4.21\times10^5$. The actual $M=g_Lg_S$ is:

| $\hbar\Omega$ (eV) | $g_S$ | $M$ | $g_L^2/M$ |
|---|---|---|---|
| 0.05 | 530.7 | $3.44\times10^5$ | 1.22 |
| 0.10 | 348.5 | $2.26\times10^5$ | 1.86 |
| 0.20 | 165.3 | $1.07\times10^5$ | 3.92 |
| 0.40 | 69.0 | $4.48\times10^4$ | 9.40 |

For a shift of 0.10 eV, or 807 cm⁻¹, $M=648.7\times348.5=2.26\times10^5$. The shift is about 3% of the photon energy, yet E⁴ is too large by a factor 1.86.

The single Lorentzian gives $1+(0.20/0.189)^2=2.12$ for this factor with the laser on resonance, or 2.04 with the laser at 3.24 eV, a fair estimate. At 0.40 eV it gives $1+(0.80/0.189)^2=18.9$, about twice the actual 9.40. The low-energy side of $g$ thus falls more slowly than a Lorentzian. The formula for $K_x$ shows one contribution: in the quasistatic limit, the resonant term has a positive real part below resonance and adds to the direct term 1. It is only part of the difference: dropping the 1 from $K_x$ at both energies changes the ratio from 9.40 to 12.0, still well below 18.9.

For the 0.10 eV shift, the best laser energy in the scan is 3.274 eV, against the Lorentzian value $3.237+0.050=3.287$ eV. There $M=2.58\times10^5$, which is 14% more than with the laser at 3.24 eV. The two-peak rule of Section 6 does not carry over to this asymmetric line: for shifts of 0.20 and 0.40 eV, both larger than the width, the excitation profile between 2.9 and 3.9 eV has a single peak, at 3.266 and 3.250 eV.

**An isotropic tensor.** Keep the 0.10 eV shift, but take $A=a\mathbf 1$ and turn the analyser by 60° from $x$ towards $y$. The laser field in the gap is along $x$. The calculation gives $M=2.26\times10^5$, whereas the product of total intensities $|\mathbf K_S|^2|\mathbf K_L|^2$ is only $5.85\times10^4$. Their ratio is 3.86. If both fields lay along the cavity axis, the orientation factor of Section 5 would be $1/\cos^2 60^\circ=4$. The small difference comes from the $y$ component of $\mathbf K_S$, which adds to its total intensity but not to $\mathbf K_S\cdot\mathbf K_L$.

## 8. Other ways in which E⁴ fails

**Collection direction.** The two-sphere model is symmetric under $z\to-z$, so forward and backward collection have equal $g_S$. Add a third identical sphere centred at $z=-80$ nm and set the Raman shift to zero, to isolate the effect of direction. At 3.24 eV, $g_L$ becomes 607.8. Backward collection gives $M=3.69\times10^5=g_L^2$, as it should. Forward collection gives $4.55\times10^5$, larger by a factor 1.23. The product $g_Sg_L$ remains correct in both directions, but forward $g_S$ belongs to a wave travelling along $+z$, which meets the third sphere first.

**A finite aperture.** For one Raman axis, sum the signal over the collected directions and two orthogonal analysers, then divide by the same sum without the structure:

$$M_{\rm ap}=g_L\,
\frac{\int d\Omega_{\mathbf n}\sum_{\mathbf e}|\mathbf u\cdot\mathbf K_S|^2}
{\int d\Omega_{\mathbf n}\sum_{\mathbf e}|\mathbf u\cdot\mathbf e^*|^2}.$$

The laser factor survives. The other factor compares the collected emission with and without the structure, and need not equal $g_L$. It can include light passed by an analyser perpendicular to $\mathbf u$, for which the free signal vanishes and $g_S$ is undefined.

**Many sites.** When E⁴ holds at each site, the mean enhancement of equally oriented molecules is $\langle g^2\rangle$, not $\langle g\rangle^2$. The difference is the variance of $g$. For molecules spread uniformly along the mid-plane line $0\le y\le20$ nm of the two-sphere cavity, with Raman axes along $x$, eight-point Gauss–Legendre integration at 3.24 eV gives $\langle g\rangle=300$ and $\langle g^2\rangle=1.36\times10^5$. Squaring the mean intensity would underestimate the signal by a factor 1.51.

**Field gradients.** If the field varies across the molecule, the dipole can contain a further term, $p_i=A_{ij}E_j+B_{ijk}\partial_jE_k$ with repeated indices summed. The detected amplitude then includes $K_{S,i}B_{ijk}\partial_jK_{L,k}$, which the local intensities do not determine. Emission from different parts of the molecule likewise brings in gradients of $\mathbf K_S$.

**Changes in the molecule.** Bonding to the metal may change $A$. The numerator of $M$ then contains the new tensor and the denominator the free one. For one Raman axis that keeps its direction, while $a$ changes to $a'$, this multiplies $M$ by $|a'/a|^2$; in general the change also depends on the local fields. If the laser changes the vibrational populations or saturates a transition, the signal is no longer proportional to $E_0^2$, and a single intensity-independent enhancement does not exist.

**Magnetic bias.** In a magneto-optical structure with static bias $\mathbf B$, the permittivity obeys $\epsilon(\mathbf B)^T=\epsilon(-\mathbf B)$ and is not symmetric. The cancellation in Section 3 fails if both fields belong to the same bias. It returns if field 2 is calculated with bias $-\mathbf B$, since $\mathbf E_1\cdot\epsilon(-\mathbf B)\mathbf E_2=\mathbf E_2\cdot\epsilon(\mathbf B)\mathbf E_1$; a biased permeability is treated likewise. The formula for $M$ then holds with $\mathbf K_S$ taken from the reversed-bias structure.

## 9. Linear back-action of the molecule

The molecule also polarizes the metal, which acts back on it. Let $\alpha_0$ be its symmetric linear polarizability, and let $G_s$ give the field scattered back to the molecule per unit dipole there. The acting laser field obeys $\mathbf K_L^{d}=\mathbf K_L+G_s\alpha_0\mathbf K_L^{d}$, so

$$\mathbf K_L^{d}=(1-G_s\alpha_0)^{-1}\mathbf K_L .$$

In emission, the Raman dipole $\mathbf p$ induces a further linear dipole. The total is $\mathbf P=\mathbf p+\alpha_0G_s\mathbf P$, or $\mathbf P=(1-\alpha_0G_s)^{-1}\mathbf p$, with both quantities now taken at $\omega_S$. The detected amplitude is

$$C\,\mathbf K_S\cdot\mathbf P
=C\left[(1-G_s\alpha_0)^{-1}\mathbf K_S\right]\cdot\mathbf p
=C\,\mathbf K_S^{d}\cdot\mathbf p .$$

The transpose used here needs $G_s^T=G_s$, which is the reciprocity relation for two dipoles at the same point. Linear back-action therefore leaves the form of the theorem intact, provided that both local fields are the dressed ones. In the two-sphere model at 3.24 eV, a polarizability volume of 0.01 nm³ gives $|\alpha_0G_s|=3.9\times10^{-5}$ along the axis. Higher multipoles raise this to about $1.5\times10^{-4}$, so the bare fields are sufficient for this 8 nm gap. They need not be in narrower ones: for a 1 nm gap between the same spheres, a local multipole estimate gives about 0.1 at 3.24 eV, and the dressed fields are required.
